# Which ion energy gives the largest stress in Davis's peening model?: a program that tests the result

```python
# Result under test: in the ion-peening model the compressive film stress
#   |stress| ~ E^(1/2) / (a + k E^(5/3)),  a, k > 0 fixed,
# has one maximum over ion energy E, where k E^(5/3) = 3a/7.
# a: net deposited atoms per ion; k E^(5/3): thermally activated jumps per ion.
# The jumps come from a point heat source (thermal spike) of energy Q = E in a
# solid of atom density n, thermal diffusivity D, attempt frequency nu and
# activation energy E0. Implanted atoms per ion: kappa E^(1/2).
# Units: eV, cm, s; stress in GPa.
import numpy as np
import sympy as sp
from math import gamma, pi, sqrt, exp, log
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar, brentq

kB = const.k / const.e                      # eV/K

# ---- example parameters (rough values for tetrahedral amorphous carbon) ----
density = 3.0                               # g/cm3
molar_mass = 12.011                         # g/mol
diffusivity = 0.01                          # cm2/s
attempt = 3.0e13                            # 1/s
E0 = 6.0                                    # eV, model parameter
a_arc = 1.0                                 # every arriving atom is an ion
kappa = 0.005                               # eV^(-1/2), sets the stress scale
young, poisson = 700.0, 0.1                 # GPa, dimensionless
n_atoms = density * const.N_A / molar_mass  # 1/cm3


def find_peak(func, low=1e-6, high=1e8):
    """Energy and height of the maximum of a positive single-peaked function."""
    res = minimize_scalar(lambda s: -log(func(exp(s))),
                          bounds=(log(low), log(high)), method="bounded",
                          options={"xatol": 1e-10, "maxiter": 500})
    return exp(res.x), exp(-res.fun)


def spike_jumps(Q, kT0=0.0, nodes=120):
    """Activated jumps in one spike, integrated directly over radius and time."""
    cut = 40.0                              # drop regions with kT < E0/cut
    g, w = np.polynomial.legendre.leggauss(nodes)
    v, w = (g + 1) / 2, w / 2
    t_end = (cut * Q / (3 * n_atoms * E0)) ** (2 / 3) / (4 * pi * diffusivity)
    t = (t_end * v**2)[:, None]
    wt = (2 * t_end * v * w)[:, None]
    r_end = np.sqrt(4 * diffusivity * t * 1.5 * np.log(t_end / t))
    r = r_end * v[None, :]
    wr = r_end * w[None, :]
    kT = kT0 + Q / (3 * n_atoms) * (4 * pi * diffusivity * t) ** -1.5 \
        * np.exp(-r**2 / (4 * diffusivity * t))
    rate = attempt * np.exp(-E0 / kT)
    return float(np.sum(n_atoms * rate * 4 * pi * r**2 * wr * wt))


# ---- test: the spike temperature solves the heat equation, conserves energy
r_, t_, D_, Q_, n_ = sp.symbols("r t D Q n", positive=True)
temp = Q_ / (3 * n_) * (4 * sp.pi * D_ * t_) ** sp.Rational(-3, 2) \
    * sp.exp(-r_**2 / (4 * D_ * t_))
residual = sp.diff(temp, t_) - D_ * sp.diff(r_**2 * sp.diff(temp, r_), r_) / r_**2
assert sp.simplify(residual / temp) == 0
energy = sp.integrate(3 * n_ * temp * 4 * sp.pi * r_**2, (r_, 0, sp.oo))
assert sp.simplify(energy - Q_) == 0

# ---- test: closed form of the jump count against direct integration
alpha = 3 ** (-5 / 3) / (4 * pi) * (2 / 3) * gamma(5 / 3) * 0.6**1.5
p_spike = attempt / (diffusivity * n_atoms ** (2 / 3))
k_arc = alpha * p_spike * E0 ** (-5 / 3)
for Q in (20.0, 100.0, 700.0):
    assert abs(spike_jumps(Q) / (k_arc * Q ** (5 / 3)) - 1) < 1e-5
quad_shift = abs(spike_jumps(100.0, nodes=120) / spike_jumps(100.0, nodes=60) - 1)


def f_model(E, a, k, m=5 / 3):
    return sqrt(E) / (a + k * E**m)


# ---- test: peak position and height for widely different a and k
for a, k in ((1.0, 1e-4), (0.2, 3e-2), (25.0, 7e-5), (3.0, 2.0)):
    E_num, f_num = find_peak(lambda E: f_model(E, a, k))
    assert abs(k * E_num ** (5 / 3) / (3 * a / 7) - 1) < 1e-5
    assert abs(f_num / (0.7 * sqrt(E_num) / a) - 1) < 1e-5
    grid = np.logspace(-5, 7, 4000)
    slope_sign = np.sign(np.diff(np.sqrt(grid) / (a + k * grid ** (5 / 3))))
    assert slope_sign[0] > 0 and np.count_nonzero(np.diff(slope_sign)) == 1
# general relaxation power m
for m in (1.0, 1.4, 2.0):
    E_num, _ = find_peak(lambda E: f_model(E, 2.0, 0.01, m))
    assert abs(0.01 * E_num**m * (2 * m - 1) / 2.0 - 1) < 1e-5

# ---- the example's peak, and the same peak from the directly integrated spike
E_peak = (3 * a_arc / (7 * k_arc)) ** 0.6
E_direct, _ = find_peak(lambda E: sqrt(E) / (a_arc + spike_jumps(E)), 5, 2000)
assert abs(E_direct / E_peak - 1) < 1e-4

# ---- test: logarithmic curvature at the peak is -7/12
h = 0.01
lnf = [log(f_model(E_peak * exp(s), a_arc, k_arc)) for s in (-h, 0, h)]
curvature = (lnf[0] - 2 * lnf[1] + lnf[2]) / h**2
assert abs(curvature + 7 / 12) < 1e-4


def fraction(E):
    return kappa * f_model(E, a_arc, k_arc)


# ---- test: time integration of the balance reaches the steady fraction
for E in (30.0, E_peak, 400.0):
    jumps = spike_jumps(E)
    sol = solve_ivp(lambda s, c: kappa * sqrt(E) - c * a_arc - c * jumps,
                    (0, 40), [0.0], rtol=1e-9, atol=1e-13)
    assert abs(sol.y[0, -1] / fraction(E) - 1) < 1e-5


# ---- test: biaxial stress from the three-dimensional Hooke law
def stress(E):
    return -young / (1 - poisson) * fraction(E) / 3


lam = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
mu = young / (2 * (1 + poisson))
eps = fraction(E_peak) / 3
# unknowns: in-plane stress, elastic normal strain; in-plane elastic strain -eps
sigma_hooke, _ = np.linalg.solve([[1.0, -lam], [0.0, lam + 2 * mu]],
                                 [-2 * eps * (lam + mu), 2 * lam * eps])
assert abs(sigma_hooke / stress(E_peak) - 1) < 1e-10

# ---- range of energies within 10 % of the peak stress
gap = lambda E: fraction(E) / fraction(E_peak) - 0.9
E_low, E_high = brentq(gap, 1, E_peak), brentq(gap, E_peak, 1e4)
width = exp(sqrt(0.1 * 24 / 7))

# ---- sizes of neglected effects, each taken alone
sput = 0.1 / 100.0                          # sputter yield per eV: 0.1 at 100 eV
E_sput, _ = find_peak(lambda E: f_model(E, a_arc - sput * E, k_arc), 5, 900)
E_thr = 30.0                                # eV, implantation threshold
E_thresh, _ = find_peak(lambda E: sqrt(E - E_thr) / (a_arc + k_arc * E ** (5 / 3)),
                        E_thr + 0.01, 5000)
spread = 10.0                               # eV, standard deviation
gh_x, gh_w = np.polynomial.hermite_e.hermegauss(10)
gh_w = gh_w / gh_w.sum()


def f_spread(E):
    e = E + spread * gh_x
    return float(gh_w @ np.sqrt(e) / (a_arc + k_arc * (gh_w @ e ** (5 / 3))))


E_spread, _ = find_peak(f_spread, 60, 400)
share = 0.7                                 # part of ion energy entering the spike
E_share, _ = find_peak(lambda E: f_model(E, a_arc, k_arc * share ** (5 / 3)))
T_sub = 300.0
E_warm, _ = find_peak(lambda E: sqrt(E) / (a_arc + spike_jumps(E, kB * T_sub)), 5, 2000)
# relaxation linear in E, with the same jumps per ion at E_peak
k_lin = k_arc * E_peak ** (2 / 3)
E_lin, _ = find_peak(lambda E: f_model(E, a_arc, k_lin, 1.0))
a_mixed = 4.0                               # three neutral atoms per ion
E_mixed, _ = find_peak(lambda E: f_model(E, a_mixed, k_arc))
# spike when its centre has cooled to kT = E0
spike_atoms = E_peak / (3 * E0)
spike_time = (spike_atoms / n_atoms) ** (2 / 3) / (4 * pi * diffusivity)
jumps_peak = spike_jumps(E_peak)

print(f"density                         {density:.1f} g/cm3")
print(f"atom density n                  {n_atoms:.3e} 1/cm3")
print(f"thermal diffusivity D           {diffusivity:.2f} cm2/s")
print(f"attempt frequency nu            {attempt:.1e} 1/s")
print(f"activation energy E0            {E0:.1f} eV")
print(f"atoms deposited per ion a       {a_arc:.1f}")
print(f"implantation constant kappa     {kappa:.3f} eV^(-1/2)")
print(f"Young modulus, Poisson ratio    {young:.0f} GPa, {poisson:.1f}")
print(f"biaxial modulus                 {young / (1 - poisson):.1f} GPa")
print(f"spike coefficient alpha         {alpha:.6f}")
print(f"spike parameter p               {p_spike:.4f}")
print(f"k                               {k_arc:.4e} eV^(-5/3)")
print(f"quadrature shift, 60->120 nodes {quad_shift:.1e} (relative)")
print(f"peak energy, formula            {E_peak:.2f} eV")
print(f"peak energy, direct spike       {E_direct:.2f} eV")
print(f"jumps per ion at peak           {jumps_peak:.4f}")
print(f"share of implants freed at peak {jumps_peak / (a_arc + jumps_peak):.4f}")
print(f"implanted fraction at peak      {fraction(E_peak):.5f}")
print(f"linear strain at peak           {eps:.5f}")
print(f"stress at peak                  {stress(E_peak):.3f} GPa")
for E in (10.0, 30.0, 100.0, 300.0, 1000.0):
    print(f"stress at {E:6.0f} eV             {stress(E):.3f} GPa")
print(f"log curvature at peak           {curvature:.5f}")
print(f"90 % range, numerical           {E_low:.1f} to {E_high:.1f} eV")
print(f"90 % range, parabola            {E_peak / width:.1f} to {E_peak * width:.1f} eV")
print(f"peak for a = {a_mixed:.0f}                  {E_mixed:.1f} eV")
print("Neglected effects, each alone:")
print(f"sputter yield at 100 eV         {sput * 100:.2f}")
print(f"  peak with sputtering          {E_sput:.1f} eV")
print(f"implantation threshold          {E_thr:.0f} eV")
print(f"  peak with threshold           {E_thresh:.1f} eV")
print(f"ion energy spread (std dev)     {spread:.0f} eV")
print(f"  peak of mean energy           {E_spread:.1f} eV")
print(f"energy share entering spike     {share:.1f}")
print(f"  peak with that share          {E_share:.1f} eV")
print(f"substrate temperature           {T_sub:.0f} K")
print(f"  peak with warm background     {E_warm:.2f} eV")
print(f"peak if relaxation linear in E  {E_lin:.1f} eV")
print("Spike at peak energy, centre at kT = E0:")
print(f"  atoms, Q/(3 E0)               {spike_atoms:.2f}")
print(f"  age                           {spike_time * 1e15:.2f} fs")
print(f"  attempt periods elapsed       {spike_time * attempt:.3f}")
print("checks complete")
```

Running it gives:

```
density                         3.0 g/cm3
atom density n                  1.504e+23 1/cm3
thermal diffusivity D           0.01 cm2/s
attempt frequency nu            3.0e+13 1/s
activation energy E0            6.0 eV
atoms deposited per ion a       1.0
implantation constant kappa     0.005 eV^(-1/2)
Young modulus, Poisson ratio    700 GPa, 0.1
biaxial modulus                 777.8 GPa
spike coefficient alpha         0.003567
spike parameter p               1.0607
k                               1.9097e-04 eV^(-5/3)
quadrature shift, 60->120 nodes 2.8e-13 (relative)
peak energy, formula            102.48 eV
peak energy, direct spike       102.48 eV
jumps per ion at peak           0.4286
share of implants freed at peak 0.3000
implanted fraction at peak      0.03543
linear strain at peak           0.01181
stress at peak                  -9.186 GPa
stress at     10 eV             -4.063 GPa
stress at     30 eV             -6.728 GPa
stress at    100 eV             -9.184 GPa
stress at    300 eV             -6.294 GPa
stress at   1000 eV             -2.040 GPa
log curvature at peak           -0.58333
90 % range, numerical           53.2 to 181.8 eV
90 % range, parabola            57.1 to 184.0 eV
peak for a = 4                  235.4 eV
Neglected effects, each alone:
sputter yield at 100 eV         0.10
  peak with sputtering          109.0 eV
implantation threshold          30 eV
  peak with threshold           130.2 eV
ion energy spread (std dev)     10 eV
  peak of mean energy           103.1 eV
energy share entering spike     0.7
  peak with that share          146.4 eV
substrate temperature           300 K
  peak with warm background     101.29 eV
peak if relaxation linear in E  239.1 eV
Spike at peak energy, centre at kT = E0:
  atoms, Q/(3 E0)               5.69
  age                           8.97 fs
  attempt periods elapsed       0.269
checks complete
```
